# How a 200 fs pulse drives a 1 THz magnon: verification in Python

```python
"""
Result under test: a harmonic magnon q'' + omega^2 q = g(t), initially at rest,
driven by a Gaussian force of full width at half maximum tau, ends with amplitude
    A = R * P/omega,   R = exp(-omega^2 tau^2 / (16 ln 2)),   P = integral of g.
P/omega is the amplitude after an infinitely short force of the same area.
q: angle of the Neel vector (rad); times in fs; omega in rad/fs.
Corrections to the ideal model are computed by integrating the changed equations.
"""
import numpy as np
from scipy.constants import h, e
from scipy.integrate import solve_ivp
from scipy.special import erf

LN2 = np.log(2.0)
frequency_THz = 1.0
tau = 200.0
omega = 2 * np.pi * frequency_THz * 1e-3
impulsive_angle = 0.01
area = omega * impulsive_angle


def sigma(width):
    return width / np.sqrt(8 * LN2)


def ratio_formula(w, width):
    return np.exp(-(w * width) ** 2 / (16 * LN2))


def gaussian(width):
    """Gaussian force with the chosen area, defined by its half-maximum width."""
    peak = area / (width * np.sqrt(np.pi / (4 * LN2)))
    return lambda t: peak * 2.0 ** (-(2 * t / width) ** 2)


def simulate(force, width, w=omega, damping=0.0, memory=0.0, easy_axis=False):
    """Integrate from rest through the pulse; return final time, q and velocity."""
    def rhs(t, y):
        q, v, delayed = y
        drive = delayed if memory > 0 else force(t)
        restoring = 0.5 * w**2 * np.sin(2 * q) if easy_axis else w**2 * q
        d_delayed = (force(t) - delayed) / memory if memory > 0 else 0.0
        return [v, drive - restoring - 2 * damping * v, d_delayed]
    end = 6 * width
    sol = solve_ivp(rhs, (-end, end), [0.0, 0.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-15, max_step=width / 10)
    assert sol.success
    return end, sol.y[0, -1], sol.y[1, -1]


def simulated_ratio(force, width, w=omega, **options):
    _, q, v = simulate(force, width, w, **options)
    return np.hypot(q, v / w) / (area / w)


R = ratio_formula(omega, tau)

# Short kick: the amplitude must approach area/omega.
short = 2.0
assert abs(simulated_ratio(gaussian(short), short) - 1) < 3e-5

# Main result: amplitude and phase of the motion after the pulse.
end, q_end, v_end = simulate(gaussian(tau), tau)
R_simulated = np.hypot(q_end, v_end / omega) / impulsive_angle
assert abs(R_simulated - R) < 1e-6
assert abs(q_end / impulsive_angle - R * np.sin(omega * end)) < 1e-6
assert abs(v_end / area - R * np.cos(omega * end)) < 1e-6
assert round(R_simulated, 2) == 0.87

# Other pulse widths, including the predicted half-amplitude width.
half_width = 4 * LN2 / omega
widths = [50.0, 100.0, 200.0, 400.0]
table = [simulated_ratio(gaussian(width), width) for width in widths]
for width, value in zip(widths, table):
    assert abs(value - ratio_formula(omega, width)) < 1e-6
assert abs(simulated_ratio(gaussian(half_width), half_width) - 0.5) < 1e-6

# Mean cosine of the kick phases, by direct sums over the pulse shape.
time = np.linspace(-8 * tau, 8 * tau, 40001)


def mean_cosine(shape):
    return np.sum(shape * np.cos(omega * time)) / np.sum(shape)


assert abs(mean_cosine(gaussian(tau)(time)) - R) < 1e-9

# Width assigned to the field envelope instead of the intensity.
field = 2.0 ** (-(2 * time / tau) ** 2)
R_field = mean_cosine(field**2)
assert abs(R_field - np.sqrt(R)) < 1e-9

# Force equal to the time derivative of an effective-field pulse.
def field_derivative(width):
    pulse = gaussian(width)
    return lambda t: -t / sigma(width) ** 2 * pulse(t)


R_derivative = (simulated_ratio(field_derivative(tau), tau)
                / simulated_ratio(field_derivative(short), short))
assert abs(R_derivative - R) < 5e-5

# Pulse shape: sech squared with the same half-maximum width.
sech_time = tau / (2 * np.arccosh(np.sqrt(2.0)))
R_sech = mean_cosine(1 / np.cosh(time / sech_time) ** 2)
x = np.pi * omega * sech_time / 2
assert abs(R_sech - x / np.sinh(x)) < 1e-8

# Force with an exponential memory of the intensity.
memory_time = 30.0
R_memory = simulated_ratio(gaussian(tau), tau, memory=memory_time)
assert abs(R_memory - R / np.hypot(1, omega * memory_time)) < 1e-6

# Long-lived force left behind by absorption: a fraction of the peak force.
residual_fraction = 0.10
peak_force = gaussian(tau)(0.0)
residual = residual_fraction * peak_force
kappa = residual / area


def force_with_residual(t):
    step = 0.5 * (1 + erf(t / (np.sqrt(2) * sigma(tau))))
    return gaussian(tau)(t) + residual * step


_, q_res, v_res = simulate(force_with_residual, tau)
R_residual = np.hypot(q_res - residual / omega**2, v_res / omega) / impulsive_angle
assert abs(R_residual - R * np.hypot(1, kappa / omega)) < 1e-6

# Damping: envelope traced back to the pulse centre, same damping in both limits.
lifetime = 10000.0
gamma = 1 / lifetime
omega_damped = np.sqrt(omega**2 - gamma**2)
t_d, q_d, v_d = simulate(gaussian(tau), tau, damping=gamma)
envelope = np.exp(gamma * t_d) * np.hypot(q_d, (v_d + gamma * q_d) / omega_damped)
R_damped = envelope / (area / omega_damped)
assert abs(R_damped - R * np.exp((gamma * sigma(tau)) ** 2)) < 1e-6

# Softening of the mode on warming.
softening = 0.05
omega_soft = (1 - softening) * omega
R_soft = simulated_ratio(gaussian(tau), tau, w=omega_soft)
assert abs(R_soft - ratio_formula(omega_soft, tau)) < 1e-6
assert R_soft > R

# Easy-axis anharmonicity: turning angles from the energy after the pulse.
_, q_n, v_n = simulate(gaussian(tau), tau, easy_axis=True)
turning = np.arcsin(np.hypot(np.sin(q_n), v_n / omega))
_, q_k, v_k = simulate(gaussian(short), short, easy_axis=True)
turning_kick = np.arcsin(np.hypot(np.sin(q_k), v_k / omega))
assert abs(turning_kick / np.arcsin(area / omega) - 1) < 3e-5
R_anharmonic = turning / np.arcsin(area / omega)
assert abs(R_anharmonic / R - 1) < impulsive_angle**2


def change(value):
    return 100 * (value / R - 1)


exponent = (omega * tau) ** 2 / (16 * LN2)
print(f"magnon frequency: {frequency_THz:.1f} THz")
print(f"magnon energy: {h * frequency_THz * 1e12 / e:.6f} eV")
print(f"magnon period: {2 * np.pi / omega:.0f} fs")
print(f"angular frequency: {omega:.6f} rad/fs")
print(f"intensity FWHM: {tau:.0f} fs")
print(f"Gaussian standard deviation s: {sigma(tau):.2f} fs")
print(f"phase omega*tau: {omega * tau:.4f} rad")
print(f"phase omega*s: {omega * sigma(tau):.4f} rad")
print(f"16 ln 2: {16 * LN2:.4f} (no unit)")
print(f"exponent omega^2 tau^2/(16 ln 2): {exponent:.4f} (no unit)")
print(f"R from formula: {R:.4f} (no unit)")
print(f"R from equation of motion: {R_simulated:.4f} (no unit)")
print(f"small-width estimate of R: {1 - exponent:.4f} (no unit)")
print(f"energy ratio R^2: {R**2:.4f} (no unit)")
print(f"impulsive amplitude: {impulsive_angle:.5f} rad")
print(f"amplitude after the real pulse: {R * impulsive_angle:.5f} rad")
print(f"FWHM for R = 1/2: {half_width:.1f} fs")
for width, value in zip(widths, table):
    print(f"simulated R at FWHM {width:.0f} fs: {value:.4f} (no unit)")
print(f"R if 200 fs is the field FWHM: {R_field:.4f} (no unit)")
print(f"R for derivative drive: {R_derivative:.4f} (no unit)")
print("Corrections: new R, then relative change of R")
print(f"sech^2 pulse: {R_sech:.4f}, {change(R_sech):+.2f} %")
print(f"chosen force memory: {memory_time:.0f} fs")
print(f"force memory: {R_memory:.4f}, {change(R_memory):+.2f} %")
print(f"chosen residual force / peak force: {100 * residual_fraction:.0f} %")
print(f"residual force: {R_residual:.4f}, {change(R_residual):+.2f} %")
print(f"chosen amplitude lifetime: {lifetime:.0f} fs")
print(f"damping: {R_damped:.4f}, {change(R_damped):+.4f} %")
print(f"chosen frequency softening: {100 * softening:.0f} %")
print(f"softening: {R_soft:.4f}, {change(R_soft):+.2f} %")
print(f"anharmonicity: {R_anharmonic:.4f}, {change(R_anharmonic):+.5f} %")
print("all good")
```

Printed output:

```
magnon frequency: 1.0 THz
magnon energy: 0.004136 eV
magnon period: 1000 fs
angular frequency: 0.006283 rad/fs
intensity FWHM: 200 fs
Gaussian standard deviation s: 84.93 fs
phase omega*tau: 1.2566 rad
phase omega*s: 0.5336 rad
16 ln 2: 11.0904 (no unit)
exponent omega^2 tau^2/(16 ln 2): 0.1424 (no unit)
R from formula: 0.8673 (no unit)
R from equation of motion: 0.8673 (no unit)
small-width estimate of R: 0.8576 (no unit)
energy ratio R^2: 0.7522 (no unit)
impulsive amplitude: 0.01000 rad
amplitude after the real pulse: 0.00867 rad
FWHM for R = 1/2: 441.3 fs
simulated R at FWHM 50 fs: 0.9911 (no unit)
simulated R at FWHM 100 fs: 0.9650 (no unit)
simulated R at FWHM 200 fs: 0.8673 (no unit)
simulated R at FWHM 400 fs: 0.5658 (no unit)
R if 200 fs is the field FWHM: 0.9313 (no unit)
R for derivative drive: 0.8673 (no unit)
Corrections: new R, then relative change of R
sech^2 pulse: 0.8180, -5.68 %
chosen force memory: 30 fs
force memory: 0.8523, -1.73 %
chosen residual force / peak force: 10 %
residual force: 0.8697, +0.28 %
chosen amplitude lifetime: 10000 fs
damping: 0.8673, +0.0072 %
chosen frequency softening: 5 %
softening: 0.8794, +1.40 %
anharmonicity: 0.8673, -0.00027 %
all good
```
